# The spin-spin dipolar D tensor and its value for triplet O2: a numerical check

```python
"""Spin-spin dipolar zero-field splitting tensor D, tested and evaluated for O2.

Result under test (effective Hamiltonian S.D.S, dimensionless spins):
  D_ab = C/(2S(2S-1)) * sum_pqrs Q_pqrs (pq|T_ab|rs)
  C    = mu0 ge^2 muB^2/(4 pi),  T_ab = (delta_ab r^2 - 3 r_a r_b)/r^5
  Q    = two-particle density weighted by 2 sz sz - sx sx - sy sy in M = S
One determinant, P = P_alpha - P_beta (McWeeny-Mizuno):
  Q_pqrs = (P_pq P_rs - P_ps P_rq)/2
Orbital integrals are in bohr^-3; (pq|..|rs) has electron 1 in p,q.
"""
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.special import jv
from pyscf import gto, scf, mcscf, fci

# ---------------------------------------------------------------- constants
g_e = abs(const.value('electron g factor'))
mu_B = const.value('Bohr magneton')
a_0 = const.value('Bohr radius')
C_joule = const.mu_0 * g_e**2 * mu_B**2 / (4 * np.pi * a_0**3)
joule_to_cm = 1 / (const.h * const.c * 100)
C_cm = C_joule * joule_to_cm


# ---------------------------------------------------------------- integrals
def gradient_coulomb(mol):
    """Integrals of d_a rho_pq(1) d_b rho_rs(2) / r12 in the AO basis."""
    n = mol.nao
    raw = mol.intor('int2e_ip1ip2', comp=9).reshape(3, 3, n, n, n, n)
    half = raw + raw.transpose(0, 1, 3, 2, 4, 5)
    return half + half.transpose(0, 1, 2, 3, 5, 4)


def traceless(tensor):
    trace = np.einsum('aa...->...', tensor)
    out = tensor.copy()
    for a in range(3):
        out[a, a] -= trace / 3
    return out


def transform(tensor, orbitals):
    return np.einsum('abpqrs,pi,qj,rk,sl->abijkl', tensor, orbitals,
                     orbitals, orbitals, orbitals, optimize=True)


def d_general(T, Q, S):
    return np.einsum('abpqrs,pqrs->ab', T, Q) / (2 * S * (2 * S - 1))


def d_one_determinant(T, P, S):
    direct = np.einsum('abpqrs,pq,rs->ab', T, P, P, optimize=True)
    exchange = np.einsum('abpqrs,ps,rq->ab', T, P, P, optimize=True)
    return (direct - exchange) / (4 * S * (2 * S - 1))


# Dipolar integral of two s-type Gaussian densities against quadrature of
# the kernel itself; integrating over angles first gives the principal value.
exp1, exp2, separation = 0.8, 1.3, 1.4
pair = gto.M(atom=[['H', (0, 0, 0)], ['Li', (0, 0, separation)]], unit='B',
             basis={'H': [[0, [exp1, 1.0]]], 'Li': [[0, [exp2, 1.0]]]},
             verbose=0)
gauss_analytic = traceless(gradient_coulomb(pair))[2, 2, 0, 0, 1, 1]
mu = (2 * exp1) * (2 * exp2) / (2 * exp1 + 2 * exp2)
xr, wr = np.polynomial.legendre.leggauss(200)
xc, wc = np.polynomial.legendre.leggauss(80)
r, wr = 5 * (xr + 1), 5 * wr
dist2 = r[:, None]**2 + separation**2 - 2 * separation * r[:, None] * xc
density = (mu / np.pi)**1.5 * np.exp(-mu * dist2)
gauss_quadrature = 2 * np.pi * np.sum(
    wr / r * (density @ (wc * (1 - 3 * xc**2))))
assert abs(gauss_analytic - gauss_quadrature) < 1e-8

# ---------------------------------------------------------------- O2, ROHF
bond = 1.21  # angstrom, chosen


def oxygen(basis):
    mol = gto.M(atom=[['O', (0, 0, -bond / 2)], ['O', (0, 0, bond / 2)]],
                basis=basis, spin=2, verbose=0)
    mf = scf.ROHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mol, mf, mf.mo_coeff[:, mf.mo_occ == 1]


mol, mf, open_orbs = oxygen('cc-pvdz')
G_ao = gradient_coulomb(mol)
G_open = transform(G_ao, open_orbs)
contact_direct = np.trace(G_open[:, :, 0, 0, 1, 1])
contact_exchange = np.trace(G_open[:, :, 0, 1, 1, 0])
assert contact_direct > 1e-3
assert abs(contact_direct - contact_exchange) < 1e-9
T_ao = traceless(G_ao)
del G_ao
T_open = transform(T_ao, open_orbs)
J_zz = T_open[2, 2, 0, 0, 1, 1]
K_zz = T_open[2, 2, 0, 1, 1, 0]
P_ao = open_orbs @ open_orbs.T
D_rohf = C_cm * d_one_determinant(T_ao, P_ao, 1)
D_rohf_value = 1.5 * D_rohf[2, 2]
assert abs(D_rohf[2, 2] - C_cm * (J_zz - K_zz) / 2) < 1e-8
assert abs(D_rohf[0, 0] - D_rohf[1, 1]) < 1e-5
assert np.max(abs(D_rohf - np.diag(np.diag(D_rohf)))) < 1e-5


def d_fourier(mol, orbs):
    """D in cm^-1 from Fourier transforms of the real-space pi-pair density.

    The total density n of the two open pi orbitals depends only on the
    distance rho from the axis and on z.  With x along the transverse part
    of k, the orbital densities are n cos^2(phi) and n sin^2(phi), so the
    azimuthal integrals are Bessel functions J0 and J2.
    """
    z = np.linspace(-10, 10, 401)
    dz = z[1] - z[0]
    x, w = np.polynomial.legendre.leggauss(240)
    rho, w_rho = 5 * (x + 1), 5 * w
    zz, rr = np.meshgrid(z, rho, indexing='ij')
    points = np.stack([rr.ravel(), np.zeros(rr.size), zz.ravel()], axis=1)
    psi = mol.eval_gto('GTOval_sph', points) @ orbs
    n = np.sum(psi**2, axis=1).reshape(rr.shape)
    weighted = np.pi * dz * n * rho * w_rho
    assert abs(weighted.sum() - 1) < 1e-5  # half of two electrons
    x, w = np.polynomial.legendre.leggauss(80)
    k_values, w_k = 12 * (x + 1), 12 * w
    x, w = np.polynomial.legendre.leggauss(24)
    cos_t, w_t = (x + 1) / 2, w / 2
    sin_t = np.sqrt(1 - cos_t**2)
    total = 0.0
    for k, weight in zip(k_values, w_k):
        along = np.cos(k * np.outer(cos_t, z)) @ weighted
        argument = k * np.outer(sin_t, rho)
        A0 = np.sum(along * jv(0, argument), axis=1)
        A2 = np.sum(along * jv(2, argument), axis=1)
        total += weight * k**2 * np.sum(
            w_t * (cos_t**2 - 1 / 3) * (A0**2 - A2**2))
    return 1.5 * C_cm / 2 * (2 / np.pi) * total


D_fourier_dz = d_fourier(mol, open_orbs)
assert abs(D_fourier_dz - D_rohf_value) < 1e-3 * abs(D_rohf_value)
mol_tz, mf_tz, open_tz = oxygen('cc-pvtz')
D_fourier_tz = d_fourier(mol_tz, open_tz)

# Split by the atoms that carry the basis functions of each electron.
start, stop = mol.aoslice_by_atom()[0, 2:4]
on_first = np.zeros_like(open_orbs)
on_first[start:stop] = open_orbs[start:stop]
halves = np.hstack([on_first, open_orbs - on_first])
t = transform(T_ao, halves)[2, 2].reshape((2,) * 8)
by_atom = t[:, 0, :, 0, :, 1, :, 1] - t[:, 0, :, 1, :, 1, :, 0]
scale = 0.75 * C_cm
one_centre = scale * (by_atom[0, 0, 0, 0] + by_atom[1, 1, 1, 1])
two_centre = scale * (by_atom[0, 0, 1, 1] + by_atom[1, 1, 0, 0])
overlap_part = scale * by_atom.sum() - one_centre - two_centre
assert abs(scale * by_atom.sum() - D_rohf_value) < 1e-8
assert one_centre > 0

# ------------------------------------------- Fock-space test of the theory
n_orb = 5
n_mode = 2 * n_orb  # alpha modes first, then beta modes
lower = sparse.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
parity = sparse.diags([1.0, -1.0])
annihilate = []
for mode in range(n_mode):
    op = sparse.identity(1)
    for j in range(n_mode):
        factor = parity if j < mode else (
            lower if j == mode else sparse.identity(2))
        op = sparse.kron(op, factor, format='csr')
    annihilate.append(op)
create = [op.T.tocsr() for op in annihilate]
S_minus = sum(create[n_orb + p] @ annihilate[p] for p in range(n_orb))
pauli_half = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                             [[1, 0], [0, -1]]])
weight_spin = (3 * np.einsum('ij,kl->ijkl', pauli_half[2], pauli_half[2])
               - np.einsum('aij,akl->ijkl', pauli_half, pauli_half))


def two_body(bra, ket):
    """<bra| p+ r+ s q |ket>, axes (spin,orbital) for p, q, r, s."""
    def removed(state):
        return np.array([[annihilate[R] @ (annihilate[P] @ state)
                          for R in range(n_mode)] for P in range(n_mode)])
    left = removed(bra).reshape(n_mode**2, -1)
    right = removed(ket).reshape(n_mode**2, -1)
    gamma = (left @ right.T).reshape((n_mode,) * 4).transpose(0, 2, 1, 3)
    return gamma.reshape((2, n_orb) * 4)


def weighted_density(state):
    return np.einsum('ijkl,ipjqkrls->pqrs', weight_spin,
                     two_body(state, state), optimize=True).real


def multiplet_matrix(top, S, T):
    """Dipolar operator (in units of C) between all M states, M descending."""
    states = [top]
    for _ in range(int(round(2 * S))):
        new = S_minus @ states[-1]
        states.append(new / np.linalg.norm(new))
    H = np.zeros((len(states),) * 2, complex)
    for i, bra in enumerate(states):
        for j, ket in enumerate(states):
            spin_pair = np.einsum('aij,bkl,ipjqkrls->abpqrs', pauli_half,
                                  pauli_half, two_body(bra, ket),
                                  optimize=True)
            H[i, j] = 0.5 * np.sum(T * spin_pair)
    return H


def effective_matrix(D, S):
    M = S - np.arange(int(round(2 * S)) + 1)
    up = np.diag(np.sqrt(S * (S + 1) - M[1:] * (M[1:] + 1)), 1)
    spin = [(up + up.T) / 2, (up - up.T) / 2j, np.diag(M)]
    return sum(D[a, b] * spin[a] @ spin[b]
               for a in range(3) for b in range(3))


def determinant(alpha, beta):
    state = np.zeros(2**n_mode)
    state[0] = 1.0
    for offset, columns in ((0, alpha), (n_orb, beta)):
        for c in columns.T:
            state = sum(c[p] * (create[offset + p] @ state)
                        for p in range(n_orb))
    return state


rng = np.random.default_rng(7)
mixing = np.linalg.qr(rng.normal(size=(mol.nao, n_orb)))[0]
T_model = transform(T_ao, mf.mo_coeff @ mixing)

# Unrestricted determinant: element-by-element factorization of Q.
U_a = np.linalg.qr(rng.normal(size=(n_orb, n_orb)))[0]
U_b = np.linalg.qr(rng.normal(size=(n_orb, n_orb)))[0]
P = U_a[:, :3] @ U_a[:, :3].T - U_b[:, :1] @ U_b[:, :1].T
Q_direct = weighted_density(determinant(U_a[:, :3], U_b[:, :1]))
Q_factor = (np.einsum('pq,rs->pqrs', P, P)
            - np.einsum('ps,rq->pqrs', P, P)) / 2
error_factor = np.max(abs(Q_direct - Q_factor))
assert error_factor < 1e-11

# Restricted quartet: one doubly occupied and three open orbitals.
quartet = determinant(U_a[:, :4], U_a[:, :1])
P = U_a[:, 1:4] @ U_a[:, 1:4].T
H_quartet = multiplet_matrix(quartet, 1.5, T_model)
H_eff = effective_matrix(d_one_determinant(T_model, P, 1.5), 1.5)
error_quartet = np.max(abs(H_quartet - H_eff)) / np.max(abs(H_quartet))
assert error_quartet < 1e-9

# Correlated triplet: orbital 0 inactive, four electrons in four orbitals.
hop = rng.normal(size=(n_orb, n_orb))
hop = (hop + hop.T) / 2
hop[0, :] = hop[:, 0] = 0
hop[0, 0] = -60.0
repulsion = rng.uniform(0, 4, size=(n_orb, n_orb))
repulsion = (repulsion + repulsion.T) / 2 + 3 * np.eye(n_orb)
E = [[create[p] @ annihilate[q] + create[n_orb + p] @ annihilate[n_orb + q]
      for q in range(n_orb)] for p in range(n_orb)]
H_model = sum(hop[p, q] * E[p][q] + 0.5 * repulsion[p, q] * E[p][p] @ E[q][q]
              for p in range(n_orb) for q in range(n_orb)).tocsr()
occupation = np.array([(create[m] @ annihilate[m]).diagonal()
                       for m in range(n_mode)])
sector = np.where((occupation[:n_orb].sum(0) == 4)
                  & (occupation[n_orb:].sum(0) == 2))[0]
_, vectors = np.linalg.eigh(H_model[sector][:, sector].toarray())
for column in vectors.T:
    triplet = np.zeros(2**n_mode)
    triplet[sector] = column
    if np.linalg.norm(S_minus.T @ triplet) < 1e-8:
        break
assert np.linalg.norm(S_minus.T @ triplet) < 1e-8
assert abs(triplet @ (E[0][0] @ triplet) - 2) < 1e-10
Q_model = weighted_density(triplet)
D_model = d_general(T_model, Q_model, 1)
H_triplet = multiplet_matrix(triplet, 1, T_model)
error_triplet = (np.max(abs(H_triplet - effective_matrix(D_model, 1)))
                 / np.max(abs(H_triplet)))
assert error_triplet < 1e-9
act = slice(1, None)
D_active = d_general(T_model[:, :, act, act, act, act],
                     Q_model[act, act, act, act], 1)
assert np.max(abs(D_active - D_model)) < 1e-9 * np.max(abs(D_model))
P = np.array([[triplet @ (create[p] @ (annihilate[q] @ triplet))
               - triplet @ (create[n_orb + p]
                            @ (annihilate[n_orb + q] @ triplet))
               for q in range(n_orb)] for p in range(n_orb)])
misfit = (np.max(abs(d_one_determinant(T_model, P, 1) - D_model))
          / np.max(abs(D_model)))
assert misfit > 1e-3  # one-determinant formula must fail here

# ---------------------------------------------------------------- O2, CASSCF
n_cas = 6
mc = mcscf.CASSCF(mf, n_cas, (5, 3))
mc.conv_tol = 1e-10
mc.fcisolver.conv_tol = 1e-12
mc.kernel()
assert mc.converged


def cas_densities(ci, electrons):
    (d1a, d1b), (aa, ab, bb) = fci.direct_spin1.make_rdm12s(
        ci, n_cas, electrons)
    Q = 0.5 * (aa + bb - ab - ab.transpose(2, 3, 0, 1)
               + ab.transpose(0, 3, 2, 1) + ab.transpose(2, 1, 0, 3))
    return d1a, d1b, Q


d1a, d1b, Q_cas = cas_densities(mc.ci, (5, 3))
Q_norm = np.einsum('pprr->', Q_cas)
assert abs(Q_norm - 1) < 1e-6
assert np.max(abs(Q_cas + Q_cas.transpose(0, 3, 2, 1))) < 1e-5
active = mc.mo_coeff[:, mc.ncore:mc.ncore + n_cas]
T_cas = transform(T_ao, active)
D_cas = C_cm * d_general(T_cas, Q_cas, 1)
D_cas_value = 1.5 * D_cas[2, 2]
assert abs(D_cas[0, 0] - D_cas[1, 1]) < 1e-3
D_cas_factor = 1.5 * C_cm * d_one_determinant(T_cas, d1a - d1b, 1)[2, 2]
natural = np.sort(np.linalg.eigvalsh(d1a + d1b))[::-1]

# Separate M = 0 solution: D must be the dipolar energy gap E(1) - E(0).
h_active, e_core = mc.get_h1eff()
e_zero, ci_zero = fci.direct_spin1.FCI().kernel(
    h_active, mc.get_h2eff(), n_cas, (4, 4), ecore=e_core)
assert abs(e_zero - mc.e_tot) < 1e-6
Q_zero = cas_densities(ci_zero, (4, 4))[2]
E_one = C_cm / 4 * np.sum(T_cas[2, 2] * Q_cas)
E_zero = C_cm / 4 * np.sum(T_cas[2, 2] * Q_zero)
assert abs((E_one - E_zero) - D_cas_value) < 1e-4

# ---------------------------------------------------------------- output
to_GHz = const.c * 100 / 1e9
print(f'electron g factor (magnitude)            {g_e:.6f}')
print(f'C/a0^3                                   {C_joule:.5e} J')
print(f'C/a0^3                                   {C_cm:.5f} cm^-1')
print(f'Gaussian test: exponents                 {exp1}, {exp2} bohr^-2')
print(f'Gaussian test: separation                {separation} bohr')
print(f'Gaussian test: T_zz by parts             {gauss_analytic:.8f} bohr^-3')
print(f'Gaussian test: T_zz quadrature           {gauss_quadrature:.8f} bohr^-3')
print(f'max error, unrestricted factorization    {error_factor:.1e}')
print(f'relative error, quartet multiplet        {error_quartet:.1e}')
print(f'relative error, correlated triplet       {error_triplet:.1e}')
print(f'one-determinant misfit, same triplet     {misfit:.3f} (relative)')
print(f'O2 bond length                           {bond} angstrom')
print(f'ROHF/cc-pVDZ energy                      {mf.e_tot:.6f} hartree')
print(f'contact trace, direct                    {contact_direct:.6f} bohr^-3')
print(f'contact trace, exchange                  {contact_exchange:.6f} bohr^-3')
print(f'direct integral (xx|T_zz|yy)             {J_zz:.6f} bohr^-3')
print(f'exchange integral (xy|T_zz|yx)           {K_zz:.6f} bohr^-3')
print(f'direct minus exchange                    {J_zz - K_zz:.6f} bohr^-3')
for a, name in enumerate('xyz'):
    print(f'ROHF/cc-pVDZ D_{name}{name}                        '
          f'{D_rohf[a, a]:.5f} cm^-1')
print(f'ROHF/cc-pVDZ D                           {D_rohf_value:.4f} cm^-1')
print(f'ROHF/cc-pVDZ D                           {D_rohf_value*to_GHz:.2f} GHz')
print(f'ROHF/cc-pVDZ D, Fourier integral         {D_fourier_dz:.4f} cm^-1')
print(f'  one-centre part of D                   {one_centre:.4f} cm^-1')
print(f'  two-centre Coulomb-type part of D      {two_centre:.4f} cm^-1')
print(f'  overlap part of D                      {overlap_part:.4f} cm^-1')
print(f'ROHF/cc-pVTZ energy                      {mf_tz.e_tot:.6f} hartree')
print(f'ROHF/cc-pVTZ D, Fourier integral         {D_fourier_tz:.4f} cm^-1')
print(f'CASSCF(8,6)/cc-pVDZ energy               {mc.e_tot:.6f} hartree')
print('CASSCF natural occupations               '
      + ' '.join(f'{x:.3f}' for x in natural))
print(f'CASSCF integral of Q                     {Q_norm:.6f}')
print(f'CASSCF D_zz                              {D_cas[2, 2]:.5f} cm^-1')
print(f'CASSCF D, two-particle spin density      {D_cas_value:.4f} cm^-1')
print(f'CASSCF D, two-particle spin density      {D_cas_value*to_GHz:.2f} GHz')
print(f'CASSCF D, one-determinant formula        {D_cas_factor:.4f} cm^-1')
print(f'CASSCF dipolar energy, M = 1             {E_one:.4f} cm^-1')
print(f'CASSCF dipolar energy, M = 0             {E_zero:.4f} cm^-1')
print('all assertions hold')
```

Output:

```
electron g factor (magnitude)            2.002319
C/a0^3                                   2.32701e-22 J
C/a0^3                                   11.71444 cm^-1
Gaussian test: exponents                 0.8, 1.3 bohr^-2
Gaussian test: separation                1.4 bohr
Gaussian test: T_zz by parts             -0.31601320 bohr^-3
Gaussian test: T_zz quadrature           -0.31601320 bohr^-3
max error, unrestricted factorization    1.9e-16
relative error, quartet multiplet        5.7e-16
relative error, correlated triplet       1.0e-14
one-determinant misfit, same triplet     0.104 (relative)
O2 bond length                           1.21 angstrom
ROHF/cc-pVDZ energy                      -149.607588 hartree
contact trace, direct                    0.304825 bohr^-3
contact trace, exchange                  0.304825 bohr^-3
direct integral (xx|T_zz|yy)             0.115377 bohr^-3
exchange integral (xy|T_zz|yx)           -0.056433 bohr^-3
direct minus exchange                    0.171810 bohr^-3
ROHF/cc-pVDZ D_xx                        -0.50317 cm^-1
ROHF/cc-pVDZ D_yy                        -0.50317 cm^-1
ROHF/cc-pVDZ D_zz                        1.00633 cm^-1
ROHF/cc-pVDZ D                           1.5095 cm^-1
ROHF/cc-pVDZ D                           45.25 GHz
ROHF/cc-pVDZ D, Fourier integral         1.5095 cm^-1
  one-centre part of D                   2.1738 cm^-1
  two-centre Coulomb-type part of D      -0.3860 cm^-1
  overlap part of D                      -0.2782 cm^-1
ROHF/cc-pVTZ energy                      -149.652072 hartree
ROHF/cc-pVTZ D, Fourier integral         1.5199 cm^-1
CASSCF(8,6)/cc-pVDZ energy               -149.708740 hartree
CASSCF natural occupations               1.962 1.962 1.959 1.038 1.038 0.042
CASSCF integral of Q                     1.000000
CASSCF D_zz                              0.67761 cm^-1
CASSCF D, two-particle spin density      1.0164 cm^-1
CASSCF D, two-particle spin density      30.47 GHz
CASSCF D, one-determinant formula        1.4349 cm^-1
CASSCF dipolar energy, M = 1             0.3388 cm^-1
CASSCF dipolar energy, M = 0             -0.6776 cm^-1
all assertions hold
```
